# Ultrasoft pseudopotentials with unpseudized augmentation and full core versus frozen-core PAW, part 1

(Sections cited here and not found follow in the later parts.)

Q: I have been told that an ultrasoft pseudopotential becomes the projector augmented-wave method if one keeps the augmentation charges unpseudized, puts the whole frozen core into exchange and correlation, and has complete partial waves. I doubt it. The ultrasoft energy has one density and a table of fixed coefficients. The PAW energy has three densities and nonlinear one-centre terms. What exactly are the two functionals being compared?

A: I use Hartree atomic units and nonrelativistic, spin-unpolarized Kohn–Sham theory. Densities count electrons. The Coulomb product is $(a|b)=\iint a(\mathbf r)\,b(\mathbf r')/|\mathbf r-\mathbf r'|$, so that $E_H[n]=\tfrac12(n|n)$ and $(a|b)=\int a\,v_H[b]$.

Each atom has a frozen core density $n_c$. Nucleus and core together produce $v_{Zc}=-Z/r+v_H[n_c]$. Expanding the Hartree energy of valence plus core, $E_H[n+n_c]=E_H[n]+(n|n_c)+E_H[n_c]$, and collecting what does not depend on the valence orbitals in a constant $E_0$, the frozen-core all-electron (AE) functional is

$$E_{AE}[\psi]=\sum_n f_n\langle\psi_n|T|\psi_n\rangle+\int v_{Zc}\,n+E_H[n]+E_{xc}[n+n_c]+E_0,\qquad n=\sum_n f_n|\psi_n|^2. \tag{1}$$

$E_0$ depends on the nuclear positions only. All functionals below carry the same $E_0$, and I drop it.

Around each nucleus there is a sphere $\Omega$ of radius $r_c$, and spheres do not overlap. I write one atom and bring in the neighbours where they matter. There are real AE partial waves $\phi_i$ and pseudo partial waves $\tilde\phi_i$, equal outside $\Omega$ and joined on its surface in value and first derivative. Projectors $\beta_i$ vanish outside $\Omega$ and obey $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$. For pseudo orbitals $\tilde\psi_n$ define

$$\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|\beta_i\rangle\langle\beta_j|\tilde\psi_n\rangle,\qquad \tilde n=\sum_n f_n|\tilde\psi_n|^2,$$

$$n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j,\qquad \tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j,$$

where $n^1$ and $\tilde n^1$ are cut off at the sphere. The unpseudized augmentation functions and their charges are

$$Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j,\qquad q_{ij}=\int_\Omega Q_{ij},\qquad \sum_{ij}\rho_{ij}Q_{ij}=n^1-\tilde n^1 .$$

The ultrasoft (US) functional with these $Q_{ij}$ and the full core is

$$E_{US}=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\sum_{ij}\rho_{ij}D^0_{ij}+\int v^U n_v+E_H[n_v]+E_{xc}[n_v+n_c], \tag{2}$$

$$n_v=\tilde n+\sum_{ij}\rho_{ij}Q_{ij}=\tilde n+n^1-\tilde n^1 ,$$

with a local ionic potential $v^U$ and constants $D^0_{ij}$.

The PAW functional, in the form that carries the compensation charge inside exchange and correlation, is $E_{PAW}=\tilde E+E^1-\tilde E^1$ with

$$\tilde E=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\int v^P(\tilde n+\hat n)+E_H[\tilde n+\hat n]+E_{xc}[\tilde n+\hat n+\tilde n_c], \tag{3}$$

$$E^1-\tilde E^1=\sum_{ij}\rho_{ij}\Delta T_{ij}+\Big\{\int_\Omega v_{Zc}n^1+E_H[n^1]+E^\Omega_{xc}[n^1+n_c]\Big\}$$
$$\qquad-\Big\{\int_\Omega v^P(\tilde n^1+\hat n)+E_H[\tilde n^1+\hat n]+E^\Omega_{xc}[\tilde n^1+\hat n+\tilde n_c]\Big\}. \tag{4}$$

Here $\hat n=\sum\rho_{ij}\hat q_{ij}(\mathbf r)$ is a compensation charge confined to $\Omega$, $\tilde n_c$ is a pseudo core equal to $n_c$ outside $\Omega$, $v^P$ is a local ionic potential equal to $v_{Zc}$ outside $\Omega$, $E^\Omega_{xc}$ is the xc energy density integrated over $\Omega$ alone (which presupposes a local or semilocal functional), and

$$\Delta T_{ij}=\tfrac12\int_\Omega\big(\nabla\phi_i\cdot\nabla\phi_j-\nabla\tilde\phi_i\cdot\nabla\tilde\phi_j\big). \tag{5}$$

Both functionals are made stationary under $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$ with the same overlap operator $S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|$.

Q: In (2) you have not said what $D^0_{ij}$ is. If you simply define it to match (4), there is nothing to show. An ultrasoft potential gets its coefficients from Vanderbilt's construction, which never mentions $\Delta T$.

A: I take them from that construction. A spherical reference atom is solved self-consistently, with potential $v_{AE}$, and the partial waves are regular solutions at chosen energies, $(T+v_{AE})\phi_j=\varepsilon_j\phi_j$. A smooth screened local potential $v_{scr}$ is chosen, equal to $v_{AE}$ outside $\Omega$ and free inside. Then

$$\chi_j=(\varepsilon_j-T-v_{scr})\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad \beta_i=\sum_k\chi_k\,(B^{-1})_{ki}. \tag{6}$$

Outside $\Omega$ we have $\tilde\phi_j=\phi_j$ and $v_{scr}=v_{AE}$, so $\chi_j$ vanishes there by the AE equation. On the surface the first derivative of $\tilde\phi_j$ is continuous, so $T\tilde\phi_j$ has no delta function. Thus $\chi_j$ and $\beta_i$ live in $\Omega$. Duality follows from $\langle\tilde\phi_m|\beta_i\rangle=\sum_kB_{mk}(B^{-1})_{ki}=\delta_{mi}$. The construction needs $B$ invertible.

The screened coefficients are fixed by demanding that each $\tilde\phi_j$ solve the generalized eigenvalue equation at $\varepsilon_j$. Acting on $\tilde\phi_j$ and using duality for $\langle\beta_k|\tilde\phi_j\rangle$,

$$\Big(T+v_{scr}+\sum_{ik}|\beta_i\rangle D_{ik}\langle\beta_k|-\varepsilon_jS\Big)\tilde\phi_j=-\chi_j+\sum_i\beta_i\,(D_{ij}-\varepsilon_jq_{ij}).$$

From (6), $\sum_i\beta_iB_{ij}=\sum_{k}\chi_k\sum_i(B^{-1})_{ki}B_{ij}=\chi_j$. The right side therefore vanishes when

$$D_{ij}=B_{ij}+\varepsilon_jq_{ij}. \tag{7}$$

The bare quantities follow by unscreening with the valence density $n_v^{ref}$ that (2) assigns to the reference atom:

$$v^U=v_{scr}-v_H[n_v^{ref}]-v_{xc}[n_v^{ref}+n_c],\qquad D^0_{ij}=D_{ij}-\int v_{scr}Q_{ij}. \tag{8}$$

The second relation is there because the self-consistent Hamiltonian adds $\int v_{eff}Q_{ij}$ to $D^0_{ij}$, as equation (22) below shows, and at the reference $v_{eff}=v_{scr}$ must give back $D_{ij}$.

Q: Equation (7) treats $i$ and $j$ differently. The PAW coefficients are symmetric. How can they be the same object?

A: Write (7) out. Since $\chi_j$ is confined to $\Omega$,

$$B_{ij}=\varepsilon_j\int_\Omega\tilde\phi_i\tilde\phi_j-\int_\Omega\tilde\phi_i(T+v_{scr})\tilde\phi_j .$$

Add $\varepsilon_jq_{ij}=\varepsilon_j\int_\Omega\phi_i\phi_j-\varepsilon_j\int_\Omega\tilde\phi_i\tilde\phi_j$. The pseudo overlaps cancel:

$$D_{ij}=\varepsilon_j\int_\Omega\phi_i\phi_j-\int_\Omega\tilde\phi_i(T+v_{scr})\tilde\phi_j .$$

In the first term replace $\varepsilon_j\phi_j$ by $(T+v_{AE})\phi_j$:

$$D_{ij}=\int_\Omega\phi_i(T+v_{AE})\phi_j-\int_\Omega\tilde\phi_i(T+v_{scr})\tilde\phi_j .$$

Green's first identity gives $-\tfrac12\int_\Omega a\nabla^2b=\tfrac12\int_\Omega\nabla a\cdot\nabla b-\tfrac12\oint a\,\partial_nb$. The surface term contains the value of the $i$-th function and the normal derivative of the $j$-th. These are the same for $\phi$ and $\tilde\phi$, so the two surface terms cancel in the difference, and the kinetic part is exactly (5):

$$D_{ij}=\Delta T_{ij}+\int_\Omega v_{AE}\,\phi_i\phi_j-\int_\Omega v_{scr}\,\tilde\phi_i\tilde\phi_j. \tag{9}$$

Every term is symmetric in $i$ and $j$. Subtracting the transpose of (7) then shows that the asymmetry sits in $B$ alone, $B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}$.

Numbers will keep us honest, and the numerical check supplies them. It treats the magnesium atom in the spin-unpolarized LDA (Slater exchange, VWN correlation) on a radial finite-element mesh of 159 nodes in a box of 30 bohr. The reference is $3s^2$, with total energy $-199.1394$ Ha and $\varepsilon_{3s}=-0.175427$ Ha. The core $1s^22s^22p^6$ is frozen, $r_c=2.2$ bohr, and only the $s$ channel is used, with radial functions $u=r\phi/Y_{00}$. The partial-wave energies are $-0.175427$, $0.324573$ and $-0.575427$ Ha. The first wave is the $3s$ orbital, normalized over all space; the others are scaled to a norm close to one inside the sphere (the quadrature used for the scaling omits the surface node, which makes the norm of the second wave about $1.002$). Matrix elements with index 2 or 3 carry this scale, and the energies do not depend on it. The pseudo waves are odd polynomials up to $r^7$, and $v_{scr}$ is an even polynomial up to $r^4$, matched at $r_c$. With the first two waves,

$$D_{12}=0.301186+0.324573\times(-0.072613)=0.277618\ \text{Ha},$$
$$D_{21}=0.264880+(-0.175427)\times(-0.072613)=0.277618\ \text{Ha},$$

while $B_{12}-B_{21}=0.036306$ Ha agrees with $(-0.5)\times(-0.072613)$. The program asserts $|D-D^T|<10^{-8}$ Ha for one, two and three partial waves.

Q: So far $Q_{ij}(\mathbf r)$ has entered only through its integral, and the core not at all. Where do the two conditions act?

A: In the unscreening (8). One more assumption is needed here: the occupied valence states of the reference atom are among the partial waves. Let $\phi_a$ be such a state, normalized over all space. Its pseudo orbital is $\tilde\phi_a$, correctly normalized, because $\langle\tilde\phi_a|S|\tilde\phi_a\rangle=\langle\tilde\phi_a|\tilde\phi_a\rangle+q_{aa}=\langle\phi_a|\phi_a\rangle=1$. Duality makes $\rho^{ref}$ diagonal with entries $f_a$. With unpseudized $Q$,

$$n_v^{ref}=\sum_af_a\big(\tilde\phi_a^2+\phi_a^2-\tilde\phi_a^2\big)=\sum_af_a\phi_a^2 ,$$

which is the AE valence density at every point. Self-consistency of the reference atom means $v_{AE}=v_{Zc}+v_H[n_v^{ref}]+v_{xc}[n_v^{ref}+n_c]$. Because (8) uses the full core, it subtracts exactly these two screening terms. Hence

$$v_{AE}-v_{scr}=v_{Zc}-v^U\quad\text{everywhere}. \tag{10}$$

Outside $\Omega$ the left side is zero, so $v^U=v_{Zc}$ there. Now insert (9) and the definition of $Q_{ij}$ in (8):

$$D^0_{ij}=\Delta T_{ij}+\int_\Omega v_{AE}\phi_i\phi_j-\int_\Omega v_{scr}\tilde\phi_i\tilde\phi_j-\int_\Omega v_{scr}\phi_i\phi_j+\int_\Omega v_{scr}\tilde\phi_i\tilde\phi_j .$$

The third and fifth terms cancel, which again needs the unpseudized $Q$. The second and fourth combine, and (10) gives

$$D^0_{ij}=\Delta T_{ij}+\int_\Omega(v_{Zc}-v^U)\,\phi_i\phi_j. \tag{11}$$

No screening potential of the reference atom is left in (11). The bare coefficients hold a kinetic correction and the difference between the true and the local ionic potential, and both are linear in $\rho$ for any configuration.

The program computes $D^0$ from $B$, $\varepsilon$, $q$ and (8), computes the right side of (11) from the partial waves, and asserts agreement to $10^{-7}$ Ha. For the $11$ element, $D_{11}=0.107535$ Ha and $D^0_{11}=0.089883$ Ha, so $\int v_{scr}Q_{11}=0.017652$ Ha. With $\Delta T_{11}=0.569614$ Ha, the potential term in (11) is $0.089883-0.569614=-0.479731$ Ha. The AE wave has nodes and more kinetic energy than the pseudo wave, and the true ionic potential pays most of it back.

Q: Now bring in completeness and show me the equivalence.

A: The first half does not need it. PAW leaves $\hat n$, $\tilde n_c$ and $v^P$ free inside the sphere. Make the hard choice

$$\hat q_{ij}=Q_{ij},\qquad\tilde n_c=n_c,\qquad v^P=v^U,$$

with the projectors of (6). Then $\hat n=n^1-\tilde n^1$, which has two consequences. First, $\tilde n+\hat n=n_v$, so (3) is (2) without its $D^0$ term. Second, $\tilde n^1+\hat n=n^1$, so in (4) the two Hartree energies have the same argument and cancel, and the two xc energies have the same argument $n^1+n_c$ and cancel. What is left is

$$E^1-\tilde E^1=\sum_{ij}\rho_{ij}\Big[\Delta T_{ij}+\int_\Omega(v_{Zc}-v^U)\phi_i\phi_j\Big]=\sum_{ij}\rho_{ij}D^0_{ij},$$

by (11). Therefore

$$E_{US}[\tilde\psi]=E_{PAW}^{hard}[\tilde\psi]\quad\text{for every }\tilde\psi. \tag{12}$$

With several atoms the cancellation happens sphere by sphere and (3) contains the sum of the local potentials on both sides, so (12) stands. This answers your first doubt: the nonlinear one-centre terms are absent from (2) because, for this choice, they cancel identically.

The program codes (2) and (3)–(4) separately and evaluates them on an orbital pushed out of the span of the two pseudo partial waves: the self-consistent Mg$^+$ orbital plus $t\eta$, with $t=0.05$ and $\eta\propto r(1-r^2/r_c^2)^2\cos 3r$ normalized inside the sphere. The difference is $-1.3\times10^{-12}$ Ha, against an asserted bound of $10^{-7}$ Ha, and the two Hamiltonian matrices are asserted equal to $10^{-6}$.

Q: That is a PAW without its purpose. The one-centre terms exist so that $\hat n$ and $\tilde n_c$ can be soft. If the claim means anything, it must concern soft PAW.

A: It does, and that is where completeness enters. In soft PAW the functions $\hat q_{ij}$ are smooth and share only the multipole moments of $Q_{ij}$. Two quantities control the comparison, both confined to $\Omega$:

$$\Delta=n^1-\tilde n^1-\hat n,\qquad\delta=\tilde n-\tilde n^1 .$$

$\Delta$ is what the softening removes, and $\delta$ is the part of the pseudo density that the partial waves fail to reproduce. The defining condition on $\hat n$ is

$$\int_\Omega\Delta(\mathbf r)\,r^lY^*_{lm}(\hat{\mathbf r})\,d^3r=0\quad\text{for all }l,m. \tag{13}$$

For $r\ge r_c\ge r'$ the Coulomb kernel expands as

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{r'^l}{r^{l+1}}Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}').$$

Integrating against $\Delta(\mathbf r')$ produces the moments (13) term by term, so

$$v_H[\Delta]=0\ \text{outside }\Omega. \tag{14}$$

Two corollaries follow. For two different spheres, $(\Delta_R|\Delta_{R'})=\int_{\Omega_{R'}}\Delta_{R'}v_H[\Delta_R]=0$. And if a potential $W$ is generated by charge $s$ lying outside $\Omega$, then $\int W\Delta=(s|\Delta)=\int s\,v_H[\Delta]=0$.

Q: Your atom is spherical and can only test $l=0$. In a molecule the higher moments matter.

A: For $l=0$ the program asserts $|v_H[\Delta]|<10^{-10}$ Ha outside the sphere while it exceeds $10^{-4}$ Ha inside. For $l=1$ and $2$ it integrates the Coulomb kernel directly, in $r$ and $\cos\theta$, for a charge $r^l(1-r^2/r_c^2)^2P_l(\cos\theta)$ and a field point on the axis at $d=3.3$ bohr. For $l=1$ the radial moment is $\int_0^{r_c}r^4(1-r^2/r_c^2)^2dr=r_c^5(\tfrac15-\tfrac27+\tfrac19)=\tfrac8{315}r_c^5$, and the multipole formula gives $\tfrac{4\pi}3\cdot\tfrac8{315}\cdot2.2^5/3.3^2=0.5034$ Ha, where the quadrature gives $0.503447$ Ha. For $l=2$ the quadrature gives $0.201379$ Ha. After subtracting a differently shaped charge with the same moment, the potentials drop to $-5\times10^{-16}$ and $4\times10^{-15}$ Ha. Both the formula and the vanishing are asserted to $10^{-10}$ Ha. If $\hat n$ omits a moment that $n^1-\tilde n^1$ has, (14) fails and so, in general, does the equivalence with soft PAW.

With unpseudized augmentation and the full core, the ultrasoft functional equals PAW with the hard choice of compensation charge, pseudo core and local potential, for every set of pseudo orbitals. It remains to find how it differs from soft PAW, what completeness does to that difference, and how both relate to the frozen-core all-electron problem.
